# Subtracting a dark frame does not remove dark-current shot noise

A model detector pixel collects 400 electrons of signal in one exposure, with a total noise of 25.0 electrons. A second exposure is taken in darkness and subtracted from the first, in order to remove the dark current. The noise of the result is 29.2 electrons: it has gone up. Yet when the same subtraction is applied to a whole array of such pixels with unequal dark currents, the scatter across the image falls from 65.0 to 29.2 electrons. Why does one operation make each pixel noisier and the image smoother?

## The claim and the counter-example

The claim to be examined is this: "The dark frame records the dark current, so subtracting it removes the dark current together with its noise."

Dark current is the flow of thermally generated carriers that a detector collects without light. The pixel has these round parameters:

- mean dark rate 20 electrons per second (a current of $3.2\times10^{-18}$ A);
- exposure time 10 s, hence a mean dark count $D = 20\times 10 = 200$ electrons;
- mean signal $P = 400$ photoelectrons per exposure;
- read noise of standard deviation $r = 5$ electrons, added at each readout.

The readout also adds a fixed offset $B$, the same in every frame. Counts are in electrons and variances in electrons squared. A light frame is an exposure with the light on; a dark frame has the same duration and temperature, but no light.

Photoelectrons and dark electrons both arrive at random. The variance of such a count equals its mean, as proved below; this is shot noise. Variances of independent contributions add, so the light frame has variance

$$P + D + r^2 = 400 + 200 + 25 = 625,$$

and standard deviation $\sqrt{625} = 25.0$ electrons. The dark frame has variance $D + r^2 = 200 + 25 = 225$, or 15 electrons of noise.

If subtraction removed the dark shot noise and did nothing else, the variance would drop to $P + r^2 = 425$ and the noise to 20.6 electrons. In fact the two frames fluctuate independently, and the variance of their difference is the sum

$$625 + 225 = 850, \qquad \sqrt{850} = 29.2 \text{ electrons}.$$

The ratio of signal to noise falls from $400/25.0 = 16.0$ to $400/29.15 = 13.7$. Simulated repeats of the measurement, with a fresh dark frame each time, give the same 29.2 electrons. The claim is false.

A single case shows the mechanism. Suppose that 212 dark electrons happen to arrive during the light frame, and 191 during the dark frame. The light frame is 12 electrons above its dark mean of 200. Subtracting the dark frame takes away 191, not 212, and leaves an error of $212 - 191 = 21$ electrons. The dark frame cannot know about the 12 surplus electrons, because it was recorded at another time. In other repeats the two deviations have the same sign, and the subtraction then often reduces the error, but on average over all repeats the squared error grows.

What the subtraction does achieve is a correct mean. The raw frame has mean $P + D + B$, and the difference has mean $P$. Without any correction the pixel would read too high by $D + B$ on average, and repeating the measurement would not remove this error.

## The correct statement

Let pixel $i$ have mean dark count $D_i$, and let the average of $M$ dark frames be subtracted from one light frame. The average is called the master dark. Then:

*The difference has mean $P$, so the offset and the mean dark pattern are removed. Its variance, over repeats of the whole measurement with fresh dark frames, is*

$$\sigma_i^2 = \underbrace{P + D_i + r^2}_{\text{light frame}} + \underbrace{\frac{D_i + r^2}{M}}_{\text{master dark}}. \tag{1}$$

The assumptions are that generation events are memoryless and independent, that the rates are the same in light and dark frames, that the response is linear and below saturation, that read noise is independent from frame to frame, and that rounding by the digitizer is negligible.

## Proof

**The variance of a count.** Let electrons be generated at a constant mean rate $g$. Memoryless means that in a short time $dt$ one event occurs with probability $g\,dt$, whatever happened before; two events in $dt$ have a probability of order $dt^2$ and drop out. Let $p_n(t)$ be the probability of having $n$ electrons at time $t$. There are two ways to have $n$ at $t+dt$: to have $n$ already and gain none, or to have $n-1$ and gain one. Thus

$$p_n(t+dt) = (1 - g\,dt)\,p_n(t) + g\,dt\,p_{n-1}(t),$$

and therefore

$$\frac{dp_n}{dt} = g\,(p_{n-1} - p_n), \qquad p_{-1} = 0.$$

For the mean, multiply by $n$ and sum. In the first term rename $n-1$ as $n$:

$$\frac{d\langle n\rangle}{dt} = g\sum_n \left[(n+1) - n\right]p_n = g.$$

For the mean square, multiply by $n^2$ and do the same:

$$\frac{d\langle n^2\rangle}{dt} = g\sum_n\left[(n+1)^2 - n^2\right]p_n = g\,(2\langle n\rangle + 1).$$

The variance is $\langle n^2\rangle - \langle n\rangle^2$, and its rate of change is

$$g\,(2\langle n\rangle + 1) - 2\langle n\rangle\,g = g.$$

Mean and variance both start from zero and both grow at the rate $g$, so after a time $t$ both equal $gt$. With light on, photoelectrons arrive at a further rate $\phi$. The probability of an event in $dt$ is then $(g+\phi)\,dt$, and the same argument gives a count with mean and variance $(g+\phi)t = D_i + P$.

**The two frames.** Write the readings of pixel $i$ as

$$X = P + D_i + B + \varepsilon_X, \qquad Y = D_i + B + \varepsilon_Y, \tag{2}$$

where $\varepsilon_X$ and $\varepsilon_Y$ are the random deviations from the means, shot noise and read noise together. By construction they average to zero, and their variances are

$$\langle\varepsilon_X^2\rangle = P + D_i + r^2, \qquad \langle\varepsilon_Y^2\rangle = D_i + r^2.$$

The frames occupy separate time intervals. Because generation is memoryless, the count in one interval has the same distribution whatever the count in the other. The average of $\varepsilon_X$ is thus zero for every given value of $\varepsilon_Y$, and $\langle\varepsilon_X\varepsilon_Y\rangle = 0$.

**The difference.** Subtracting the two expressions in (2) gives

$$X - Y = P + \varepsilon_X - \varepsilon_Y.$$

The terms $D_i$ and $B$ cancel because they are the same numbers in both frames. The deviations do not cancel because they are different numbers. The variance is

$$\langle(\varepsilon_X - \varepsilon_Y)^2\rangle = \langle\varepsilon_X^2\rangle + \langle\varepsilon_Y^2\rangle - 2\langle\varepsilon_X\varepsilon_Y\rangle = P + 2D_i + 2r^2.$$

The minus sign in front of $\varepsilon_Y$ is squared away. It could survive only in the cross term, and that is zero. The dark shot noise variance has been doubled.

**The average of $M$ dark frames.** The deviation of the master dark is $\frac1M\sum_m \varepsilon_{Y,m}$. The $M$ deviations are mutually independent, so the variance of their sum is $M(D_i + r^2)$. The prefactor enters squared:

$$\frac{1}{M^2}\,M\,(D_i + r^2) = \frac{D_i + r^2}{M}.$$

Adding this to the variance of the light frame gives (1), which completes the proof.

The step that carries the argument is the vanishing covariance. It was tested by solving the generation equation numerically over two successive intervals, with a mean of 12 electrons in the dark interval and 20 in the light one. The covariance vanishes, the difference has mean 8, and its variance is $20 + 12 = 32$.

## Limits, and why no cleverer subtraction helps

For many dark frames, $M\to\infty$, the variance (1) tends to $P + D_i + r^2$. This is the variance of the raw frame, so even a perfect master dark leaves all the dark shot noise of the light frame in place. With $M = 9$ the example gives $625 + 225/9 = 650$, or 25.5 electrons: close to the limit of 25.0, and not on the way to 20.6.

When dark current dominates, $D_i \gg P$ and $D_i \gg r^2$, a single dark frame raises the variance from about $D_i$ to about $2D_i$, and the noise by a factor close to $\sqrt2$. When the signal dominates, $P \gg D_i + r^2$, the added term is a small part of the total and one dark frame does little harm.

Could some other function of the dark frame, say half of it or its square root, cancel part of the noise? Let $f(Y)$ be any function with a finite variance. At a fixed pixel, $X$ and $Y$ are independent, hence so are $X$ and $f(Y)$, and

$$\mathrm{Var}[X - f(Y)] = \mathrm{Var}\,X + \mathrm{Var}\,f(Y) \ge \mathrm{Var}\,X.$$

Equality requires that $f(Y)$ does not fluctuate at all, which means subtracting a constant. If the mean $D_i + B$ were known beforehand, that constant would be the best thing to subtract. The dark frame is needed because the mean is not known, and its noise is the price of measuring it.

The same fact appears in a straight-line fit of the light reading against the dark reading over many repeats at one pixel. The fitted slope is 0.0015, zero within the sampling scatter allowed in the test. A dark frame that reads high says nothing about whether the light frame of that pixel will read high.

## Why the image nevertheless looks better

The word "noise" has so far meant temporal noise, the scatter of one pixel over repeated measurements. A uniformly lit image also shows spatial noise, the scatter from pixel to pixel within one frame. Spatial noise contains the differences between the dark currents of the pixels.

Assume that all pixels have the same offset $B$ and the same response to light, so that they differ only in their dark currents. Let $D$ now be the mean of $D_i$ over pixels, $\delta_i = D_i - D$ the dark pattern, and $V$ the variance of $\delta_i$ over pixels. From (2), the raw reading deviates from its mean over pixels by $\delta_i + \varepsilon_X$. For a large number of pixels the spatial variance is

$$\langle(\delta_i + \varepsilon_X)^2\rangle = V + \langle\varepsilon_X^2\rangle + 2\langle\delta_i\varepsilon_X\rangle = V + P + D + r^2.$$

The cross term vanishes because $\varepsilon_X$ averages to zero at every pixel, whatever its $\delta_i$. The middle term is the average of $P + D_i + r^2$ over pixels.

After subtraction $\delta_i$ is gone, and the spatial variance is

$$P + D + r^2 + W, \qquad W = \frac{D + r^2}{M}.$$

Subtraction has exchanged $V$ for $W$. It lowers the spatial noise if $V > W$, and raises it if $V < W$.

In the example the pattern has a standard deviation of 60 electrons, so $V = 3600$. The raw image has variance $625 + 3600 = 4225$, a scatter of 65.0 electrons. With one dark frame it becomes $625 + 225 = 850$, a scatter of 29.2 electrons. This answers the opening question: the large gain comes from removing a fixed pattern, and it hides a loss in every single pixel. The final scatter equals the temporal noise found before, because the dark pattern is the only fixed difference between the pixels of this model: once it is gone, random noise is all that remains. In a real detector the pixels also respond unequally to light, and that pattern stays in the image, since a dark frame does not record it.

In terms of covariance, the light and dark frames do have something in common across the array:

$$\langle(\delta_i + \varepsilon_X)(\delta_i + \varepsilon_Y)\rangle = V,$$

since the other three products average to zero. The simulated frames give 3614, against $V = 3600$. This covariance is what the subtraction exploits. It belongs to the pattern, not to the shot noise, and at a single pixel it is absent.

**A weak pattern.** Let the dark pattern have a standard deviation of 10 electrons instead of 60, with all else unchanged. Now $V = 100$, less than $W = 225$. The raw scatter is $\sqrt{725} = 26.9$ electrons, and subtracting one dark frame raises it to 29.2. Here even the image gets worse. Break-even lies at $V = W$, a pattern of 15 electrons, where the scatter is 29.2 electrons before and after. For the weak pattern, subtraction pays if $225/M < 100$, that is, with three or more dark frames.

## Subtracting a fraction of the dark frame

With few dark frames and a weak pattern there is a compromise. Subtract the mean level $D + B$, which an average over many pixels supplies with little error, and a fraction $k$ of the deviation of the master dark from that level. The corrected reading is

$$Z = P + (1-k)\,\delta_i + \varepsilon_X - k\,\bar\varepsilon_Y,$$

where $\bar\varepsilon_Y$ is the deviation of the master dark from its own mean at that pixel. The cross terms vanish as before, and the spatial variance is

$$P + D + r^2 + F(k), \qquad F(k) = (1-k)^2 V + k^2 W.$$

Setting the derivative to zero,

$$F'(k) = -2(1-k)V + 2kW = 0 \quad\Rightarrow\quad k = \frac{V}{V+W}.$$

This is a minimum, since $F'' = 2(V+W) > 0$. There $1-k = W/(V+W)$, so

$$F = \frac{W^2V + V^2W}{(V+W)^2} = \frac{VW}{V+W},$$

which is smaller than both $V$ (no subtraction) and $W$ (full subtraction).

For the strong pattern and one dark frame, $k = 3600/3825 = 0.941$, and the scatter is 28.9 electrons instead of 29.2: among rules with one fraction $k$ for all pixels, full subtraction is nearly the best. A rule that treats pixels differently can do better when the pattern is concentrated: if $V$ comes from a few hot pixels, subtracting the dark frame at those pixels alone and the common level from the rest adds dark-frame noise to only a few pixels, and the scatter comes close to the 25 electrons of the light frame. For the weak pattern, $k = 100/325 = 0.308$, and the scatter is 26.3 electrons, below both 26.9 and 29.2. Straight-line fits of the simulated light frame against the dark frame give slopes of 0.941 and 0.306, in agreement.

The compromise has a cost. A part $1-k$ of the pattern stays in the image, so each pixel keeps a fixed error $(1-k)\delta_i$ that does not average out over repeats. This is a loss when every repeat has fresh dark frames, for then the error of full subtraction does average out. When one master dark serves all repeats, its deviation is fixed as well; the fixed error then has variance $F(k)$, which at the best $k$ lies below the $W$ of full subtraction. And $F$ never falls below zero: the term $D$ in the total, the dark shot noise of the light frame, is untouched for every $k$.

## One master dark for many light frames

Suppose that $K$ light frames are averaged and all are corrected with the same master dark. The error of the result at pixel $i$ is

$$\frac1K\sum_{j=1}^{K}\varepsilon_{X,j} - \bar\varepsilon_Y.$$

The first term is an average of $K$ independent deviations, so its variance falls as $1/K$. The second is the same number in every corrected frame, and averaging does not reduce it. The variance about the true signal is

$$\frac{P + D_i + r^2}{K} + \frac{D_i + r^2}{M}. \tag{3}$$

For $K = 100$ and $D_i = 200$, the light frames alone contribute $625/100 = 6.25$, or 2.5 electrons. With a single dark frame the total is $6.25 + 225 = 231.25$, or 15.2 electrons, about six times as much. More light frames cannot bring it below 15 electrons, as long as each point of the scene stays on the same pixel; shifting the scene between frames spreads each point over pixels with independent master-dark errors, and these do average out. With $M = 9$ the total is $6.25 + 25 = 31.25$, or 5.6 electrons, with a floor of 5.

This error is easy to overlook, because it does not show in the scatter between corrected frames. Subtracting the same number from every frame leaves their differences unchanged, so the frame-to-frame noise stays at 25.0 electrons. The noise of the master dark has been frozen into a false pattern. It shows up as scatter from pixel to pixel, or when the master dark is replaced by a new one.

Equation (3) also tells how to divide a fixed number $N = K + M$ of exposures, for full subtraction ($k = 1$) and a scene that stays on the same pixels. Write $a = P + D_i + r^2$ and $b = D_i + r^2$, and treat $K$ as continuous. Minimizing $a/K + b/(N-K)$ gives

$$-\frac{a}{K^2} + \frac{b}{M^2} = 0 \quad\Rightarrow\quad \frac{M}{K} = \sqrt{\frac{b}{a}}.$$

In the example this ratio is $15/25 = 0.6$, or three dark frames for every five light frames. One dark frame for a hundred light frames is far from that balance.

## When the assumptions fail

If the temperature changes between the frames, the mean dark counts differ, and the difference of the two means remains in the corrected image as a residual pattern. Equation (1) then still describes the random part, with each frame's own dark count in its place, but the mean is no longer $P$.

If the dark rate drifts slowly, so that a light frame and the dark frame next to it share the same shift, the shift acts like $D_i$ in (2) and cancels. Subtraction does remove such common fluctuations. They are changes of the rate, not shot noise: for a given rate, the arrivals in the two frames remain independent.

Near saturation the collection of further electrons depends on how many are already stored. Generation as recorded is then no longer memoryless, the variance need not equal the mean, and (1) does not apply.

Within the stated model, the dark shot noise in a light frame depends on the mean dark count $D_i$ of that frame. To reduce it in a given exposure one must collect fewer dark electrons; subtracting other ones afterwards cannot do it. The numerical output below lists the formula values and simulated values for the main cases.

## Values computed for the example and the checks

```
GENERATION EQUATION, SMALL COUNTS (e = electrons)
dark mean: 12.0000 e
dark variance: 12.0000 e^2
light-frame variance: 20.0000 e^2
light-dark covariance: 0.0000 e^2 (magnitude)
difference mean: 8.0000 e
difference variance: 32.0000 e^2
MODEL PIXEL
mean dark rate: 20.0 e/s
mean dark current: 3.204e-18 A
exposure: 10.0 s
signal P: 400.0 e
mean dark count D: 200.0 e
read noise r: 5.0 e
ONE PIXEL: formula variance, formula sd, simulated sd, P/sd
raw: 625.0 e^2, 25.00 e, 25.02 e, 16.00
minus 1 dark: 850.0 e^2, 29.15 e, 29.16 e, 13.72
minus mean of 9: 650.0 e^2, 25.50 e, 25.50 e, 15.69
variance if dark shot noise vanished: 425.0 e^2
sd if dark shot noise vanished: 20.62 e
fitted slope, light on dark, one pixel: 0.0015 
MANY PIXELS, M = 1: formula sd (simulated sd)
pattern sd: 60.0 e
  raw: 65.00 (65.12) e
  subtracted: 29.15 (29.19) e
  best fraction k: 0.941 (fitted 0.941)
  sd at best k: 28.93 (28.96) e
pattern sd: 10.0 e
  raw: 26.93 (26.91) e
  subtracted: 29.15 (29.16) e
  best fraction k: 0.308 (fitted 0.306)
  sd at best k: 26.35 (26.34) e
pattern sd: 15.0 e
  raw: 29.15 (29.16) e
  subtracted: 29.15 (29.18) e
  best fraction k: 0.500 (fitted 0.499)
  sd at best k: 27.16 (27.17) e
PATTERN SD 60 e: COVARIANCES AND M = 9
covariance of light and dark frames: 3614 e^2
covariance of raw frame with true pattern: 3614 e^2
same after subtraction: 1.0 e^2
simulated spatial sd, M = 9: 25.52 e
STACK OF 100 LIGHT FRAMES, ONE MASTER DARK
sd from light frames alone: 2.50 e
M = 1: formula 15.21 e, simulated 15.25 e, floor 15.00 e
M = 9: formula 5.59 e, simulated 5.59 e, floor 5.00 e
frame-to-frame sd at fixed master: 24.99 e
```
